# Polaritons from Hopfield's Hamiltonian and the Transverse-Longitudinal Gap

## Light in a resonant medium

A light wave entering an insulator drives its charges, and the oscillating charges radiate. Near a sharp resonance neither the photon nor the polarization wave is a normal mode: each continually turns into the other. Two descriptions are available. Classical optics puts the matter into a permittivity $\varepsilon(\omega)$ and obtains $c^2k^2=\omega^2\varepsilon(\omega)$. Quantum theory has a Hamiltonian for coupled photons and matter quanta, whose eigenmodes must be found. For Hopfield's model the two give the same frequencies, and these leave a gap in the spectrum of transverse waves.

## The model

The medium is infinite, isotropic and rigid. It holds $n$ undamped harmonic oscillators per volume, of charge $q$ and mass $m$. Wavelengths are long compared with the oscillator spacing, so the polarization $\mathbf P=nq\mathbf u$, with $\mathbf u$ the displacement, is a continuous field. Other sources of polarizability are omitted.

We use Hartree atomic units and the Coulomb gauge, $\nabla\cdot\mathbf A=0$, with transverse electric field $\mathbf E_\perp=-\dot{\mathbf A}$ and vacuum field energy density $(E^2+c^2B^2)/8\pi$. Define $\omega_p^2=4\pi nq^2/m$. The oscillators' kinetic energy density is $nm\dot u^2/2=m\dot P^2/(2nq^2)=2\pi\dot P^2/\omega_p^2$, and the coupling $q\dot{\mathbf u}\cdot\mathbf A$ per oscillator becomes $\dot{\mathbf P}\cdot\mathbf A$. The Lagrangian density is therefore

$$\mathcal L=\frac{\dot{\mathbf A}^2-c^2(\nabla\times\mathbf A)^2}{8\pi}+\frac{2\pi}{\omega_p^2}\left(\dot{\mathbf P}^2-\omega_0^2\mathbf P^2\right)+\dot{\mathbf P}\cdot\mathbf A-2\pi\mathbf P_\parallel^2. \tag{1}$$

The last term is the Coulomb energy. The charge density $-\nabla\cdot\mathbf P$ produces the longitudinal field $\mathbf E_\parallel=-4\pi\mathbf P_\parallel$, with energy density $E_\parallel^2/8\pi=2\pi P_\parallel^2$.

The frequency $\omega_0$ already includes the shift due to the local field of neighbouring dipoles. It is not the frequency $\omega_a$ of an isolated oscillator. For a simple cubic lattice, a numerical dipole sum at long wavelength gives $\omega_0^2=\omega_a^2-\omega_p^2/3$ for transverse waves and $\omega_a^2+2\omega_p^2/3$ for longitudinal ones. The difference, $\omega_p^2$, is what the Coulomb term in (1) must supply.

It does so. Since $\mathbf A$ is transverse, $\int\dot{\mathbf P}_\parallel\cdot\mathbf A\,d^3r=0$, and the longitudinal equation of motion is

$$\frac{4\pi}{\omega_p^2}\left(\ddot{\mathbf P}_\parallel+\omega_0^2\mathbf P_\parallel\right)=-4\pi\mathbf P_\parallel .$$

Hence longitudinal waves have the frequency

$$\omega_L^2=\omega_0^2+\omega_p^2. \tag{2}$$

## The transverse Hamiltonian

For one linear polarization set $A=\sqrt{4\pi}\,\alpha$ and $P=\omega_p\xi/\sqrt{4\pi}$. The prefactors of both kinetic terms become $1/2$, and $\dot PA=\omega_p\dot\xi\alpha$. A real standing wave of wave number $k$ has

$$L=\tfrac12\dot\alpha^2-\tfrac12c^2k^2\alpha^2+\tfrac12\dot\xi^2-\tfrac12\omega_0^2\xi^2+\omega_p\dot\xi\alpha .$$

The momenta are $\pi=\dot\alpha$ and $p=\dot\xi+\omega_p\alpha$. In $H=\pi\dot\alpha+p\dot\xi-L$ the terms linear in $\dot\xi$ cancel, leaving $\dot\xi^2/2$ with $\dot\xi=p-\omega_p\alpha$:

$$H=\tfrac12\pi^2+\tfrac12c^2k^2\alpha^2+\tfrac12(p-\omega_p\alpha)^2+\tfrac12\omega_0^2\xi^2. \tag{3}$$

For running waves the amplitudes obey $\alpha_{-k}=\alpha_k^\dagger$, and likewise for the others; $-k$ stands for $-\mathbf k$. Each square in (3) becomes a product such as $\pi_k^\dagger\pi_k$, summed over all $\mathbf k\neq0$. With $[\alpha_k,\pi_k^\dagger]=[\xi_k,p_k^\dagger]=i$, introduce photon operators $a_k$ and matter operators $b_k$ by

$$\alpha_k=\frac{a_k+a_{-k}^\dagger}{\sqrt{2ck}},\qquad \pi_k=-i\sqrt{\frac{ck}{2}}\,(a_k-a_{-k}^\dagger),$$
$$\xi_k=\frac{b_k+b_{-k}^\dagger}{\sqrt{2\omega_0}},\qquad p_k=-i\sqrt{\frac{\omega_0}{2}}\,(b_k-b_{-k}^\dagger). \tag{4}$$

The uncoupled parts give the usual oscillator energies. The cross term in (3) gives $-\omega_p\sum_kp_k^\dagger\alpha_k$, because its two orderings are exchanged by $k\to-k$ and $p$ commutes with $\alpha$. Since $p_k^\dagger=i\sqrt{\omega_0/2}\,(b_k^\dagger-b_{-k})$, its prefactor is $-i\omega_p\sqrt{\omega_0/2}/\sqrt{2ck}=-iC$, with $C$ given below. The square of $\omega_p\alpha$ gives the prefactor $\omega_p^2/(4ck)$. The result is Hopfield's Hamiltonian,

$$\begin{aligned}H=\sum_k\Big\{&ck\left(a_k^\dagger a_k+\tfrac12\right)+\omega_0\left(b_k^\dagger b_k+\tfrac12\right)\\&-iC(b_k^\dagger-b_{-k})(a_k+a_{-k}^\dagger)+D(a_k^\dagger+a_{-k})(a_k+a_{-k}^\dagger)\Big\},\end{aligned} \tag{5}$$

$$C=\frac{\omega_p}{2}\sqrt{\frac{\omega_0}{ck}},\qquad D=\frac{\omega_p^2}{4ck}=\frac{C^2}{\omega_0}. \tag{6}$$

## Bogoliubov transformation

The coupling contains $ab$ and $a^\dagger b^\dagger$, so a normal-mode operator must mix annihilation and creation operators. Momentum conservation restricts the mixture to

$$B=w\,a_k+x\,b_k+y\,a_{-k}^\dagger+z\,b_{-k}^\dagger,\qquad [B,H]=\Omega B,\quad\Omega>0. \tag{7}$$

Let $F=a_k+a_{-k}^\dagger$ and $G=b_k-b_{-k}^\dagger$. In (5), $a_k^\dagger$ occurs in the $D$ terms of both $k$ and $-k$, which gives $2DF$. It also occurs in the coupling term of $-k$, namely $-iC(b_{-k}^\dagger-b_k)a_k^\dagger$, which gives $iCG$. The operator $b_k^\dagger$ occurs in one coupling term. Thus

$$[a_k,H]=ck\,a_k+2DF+iCG,\qquad [b_k,H]=\omega_0b_k-iCF. \tag{8}$$

Replacing $k$ by $-k$ and using $[O^\dagger,H]=-[O,H]^\dagger$ gives

$$[a_{-k}^\dagger,H]=-ck\,a_{-k}^\dagger-2DF-iCG,\qquad [b_{-k}^\dagger,H]=-\omega_0b_{-k}^\dagger-iCF. \tag{9}$$

Write $s=w-y$. In $[B,H]$ the total coefficient of $F$ is $2Ds-iC(x+z)$ and that of $G$ is $iCs$. Comparing the coefficients of the four operators in (7) yields

$$\begin{aligned}\Omega w&=ck\,w+2Ds-iC(x+z),&\Omega x&=\omega_0x+iCs,\\ \Omega y&=-ck\,y+2Ds-iC(x+z),&\Omega z&=-\omega_0z-iCs.\end{aligned} \tag{10}$$

If $s=0$, the difference of the left pair gives $w+y=0$, hence $w=y=0$. The first equation then requires $x+z=0$, while the last gives $z=0$ for $\Omega>0$, so $B=0$. Therefore $s\ne0$, and the equation for $x$ excludes $\Omega=\omega_0$. The difference of the left pair and the right pair now give

$$w+y=\frac{\Omega}{ck}s,\qquad x=\frac{iCs}{\Omega-\omega_0},\qquad z=-\frac{iCs}{\Omega+\omega_0}. \tag{11}$$

Adding the left pair gives $\Omega(w+y)=(ck+4D)s-2iC(x+z)$. From (11), $x+z=2iC\omega_0s/(\Omega^2-\omega_0^2)$. Insert this, multiply by $ck/s$, and use $4Dck=\omega_p^2$ and $4C^2\omega_0ck=\omega_p^2\omega_0^2$:

$$\Omega^2=c^2k^2+\omega_p^2+\frac{\omega_p^2\omega_0^2}{\Omega^2-\omega_0^2}=c^2k^2+\frac{\omega_p^2\Omega^2}{\Omega^2-\omega_0^2}. \tag{12}$$

## The dielectric equation and the gap

The permittivity follows from the transverse polarization equation of (1), $\ddot P+\omega_0^2P=(\omega_p^2/4\pi)E$. For a field of frequency $\omega$ it gives $4\pi P/E=\omega_p^2/(\omega_0^2-\omega^2)$, so

$$\varepsilon(\omega)=1+\frac{4\pi P}{E}=1+\frac{\omega_p^2}{\omega_0^2-\omega^2}=\frac{\omega_L^2-\omega^2}{\omega_0^2-\omega^2}. \tag{13}$$

Moving the last term of (12) to the left gives

$$c^2k^2=\Omega^2\left(1+\frac{\omega_p^2}{\omega_0^2-\Omega^2}\right)=\Omega^2\varepsilon(\Omega). \tag{14}$$

The eigenfrequencies of the quantum Hamiltonian are the positive roots of the classical dispersion relation. To locate them, put $v=\Omega^2$ and $f(v)=v\,\varepsilon(\sqrt v)$. Then

$$f'(v)=1+\frac{\omega_p^2\omega_0^2}{(\omega_0^2-v)^2}>0. \tag{15}$$

For $0<\Omega<\omega_0$, $f$ rises from zero to infinity, so each $k>0$ has one root there: the lower polariton. For $\omega_0<\Omega<\omega_L$, (13) shows that $\varepsilon<0$, so no real $k$ satisfies (14). Above $\omega_L$, $f$ again rises from zero to infinity and supplies one root: the upper polariton. With $\omega_T=\omega_0$, the gap is

$$\omega_L-\omega_T=\frac{\omega_p^2}{\omega_L+\omega_T}. \tag{16}$$

Its edges are limits: the lower branch tends to $\omega_T$ for $ck\gg\omega_L$, and the upper one to $\omega_L$ for $k\to0$. Inside the gap $k$ is imaginary, and the field decays as $e^{-\kappa r}$ along its direction of variation, with $\kappa=(\Omega/c)\sqrt{-\varepsilon}$. This decay involves no absorption, since the oscillators are undamped.

The branches also have a closed form. Clearing the denominator in (12) gives a quadratic in $\Omega^2$ whose roots have sum $c^2k^2+\omega_0^2+\omega_p^2$ and product $c^2k^2\omega_0^2$. Hence $(\Omega_+\pm\Omega_-)^2=(ck\pm\omega_0)^2+\omega_p^2$, and

$$\Omega_\pm=\tfrac12\left[\sqrt{(ck+\omega_0)^2+\omega_p^2}\pm\sqrt{(ck-\omega_0)^2+\omega_p^2}\right]. \tag{17}$$

At fixed $k$ the separation $\Omega_+-\Omega_-$ is smallest at $ck=\omega_0$, where it equals $\omega_p$. This is not the gap (16), which compares the branches at different $k$. For $\omega_p\ll\omega_0$ the gap is approximately $\omega_p^2/2\omega_0$, much smaller than $\omega_p$.

For small $k$, $\Omega_-=ck\omega_0/\Omega_+\to ck\,\omega_0/\omega_L$. Since (13) gives $\varepsilon(0)=\omega_L^2/\omega_T^2$, this is light with speed $c/\sqrt{\varepsilon(0)}$.

## Normalization and the diagonal form

A bosonic mode needs $[B,B^\dagger]=|w|^2+|x|^2-|y|^2-|z|^2=1$. Choose $s>0$, which makes $w$ and $y$ real. By (11), the photon part is $w^2-y^2=(w-y)(w+y)=s^2\Omega/ck$. The matter part is

$$|x|^2-|z|^2=C^2s^2\,\frac{4\Omega\omega_0}{(\Omega^2-\omega_0^2)^2}=\frac{s^2\Omega}{ck}\,\frac{\omega_p^2\omega_0^2}{(\Omega^2-\omega_0^2)^2}.$$

Both are positive, so the normalization is possible. It fixes the photon weight

$$W=w^2-y^2=\left[1+\frac{\omega_p^2\omega_0^2}{(\Omega^2-\omega_0^2)^2}\right]^{-1},\qquad s^2=\frac{ck}{\Omega}W. \tag{18}$$

With (11), all coefficients are now known. In particular, $w=s(\Omega+ck)/2ck$ and $y=s(\Omega-ck)/2ck$.

The remaining commutators follow from the Jacobi identity. Let $j,l$ label the branches. The commutator $[B_{j,k},B_{l,k}^\dagger]$ is a number and commutes with $H$, so

$$0=\big[[B_{j,k},B_{l,k}^\dagger],H\big]=(\Omega_j-\Omega_l)[B_{j,k},B_{l,k}^\dagger].$$

It vanishes for $j\neq l$, because the branches are never degenerate. The same argument for $[B_{j,k},B_{l,-k}]$ gives the factor $\Omega_j+\Omega_l>0$, so this commutator vanishes too. The new operators are therefore canonical, and the transformation is invertible. The difference between $H$ and $\sum\Omega_jB_j^\dagger B_j$ commutes with every operator and is a constant. Because (3) is symmetrically ordered, and a linear transformation preserves that ordering, each mode enters as $\Omega_j(B_j^\dagger B_j+B_jB_j^\dagger)/2$:

$$H=\sum_k\sum_{j=\pm}\Omega_{j,k}\left(B_{j,k}^\dagger B_{j,k}+\tfrac12\right). \tag{19}$$

The inverse relation is $a_k=\sum_j(w_jB_{j,k}-y_jB_{j,-k}^\dagger)$, as its commutators with $B_{j,k}^\dagger$ and $B_{j,-k}$ confirm. Two results follow. From $[a_k,a_k^\dagger]=1$, the photon weights of the two branches add to one. In the polariton vacuum, $\langle a_k^\dagger a_k\rangle=y_+^2+y_-^2$. These bare photons belong to the stationary ground state and cannot be emitted from it.

The weight also sets the group velocity. Equations (15) and (18) give $f'(\Omega^2)=1/W$; differentiating $c^2k^2=f(\Omega^2)$ then gives

$$v_g=\frac{d\Omega}{dk}=W\frac{c^2k}{\Omega}. \tag{20}$$

## Why the $A^2$ term must stay

The terms $C$ and $D$ come from the same square in (3). If $D$ is dropped while $C$ is kept, the term $\omega_p^2$ disappears from the middle expression of (12), and

$$(\Omega^2-c^2k^2)(\Omega^2-\omega_0^2)=\omega_p^2\omega_0^2. \tag{21}$$

The product of the two roots for $\Omega^2$ is $\omega_0^2(c^2k^2-\omega_p^2)$. For $ck<\omega_p$ it is negative, so one frequency is imaginary and the medium appears unstable. The full Hamiltonian (3) is a sum of squares and has no such instability.

## A numerical example

Take $q=m=1$, $n=2\times10^{-4}\,a_0^{-3}$ and $\omega_0=0.1$ hartree, round parameters that represent no particular material. Then $\omega_p^2=4\pi n=2.513\times10^{-3}$ hartree², so $\omega_p=0.05013$ hartree, and

$$\omega_L=\sqrt{0.01+0.002513}=0.11186\ \text{hartree}.$$

The gap is $0.01186$ hartree, or $0.323$ eV. The static permittivity is $0.012513/0.01=1.251$. The branches are:

| $ck/\omega_0$ | $\Omega_-$ (hartree) | $\Omega_+$ (hartree) |
|---|---|---|
| 0.1 | 0.00893 | 0.11195 |
| 0.5 | 0.04368 | 0.11448 |
| 1 | 0.07803 | 0.12816 |
| 2 | 0.09615 | 0.20801 |
| 5 | 0.09948 | 0.50261 |

At $ck=\omega_0$, (17) reads $\Omega_\pm=\tfrac12(0.20619\pm0.05013)$ hartree. As a check of (14), the lower branch has $(ck/\Omega_-)^2=(0.1/0.07803)^2=1.642$, which agrees with $\varepsilon(\Omega_-)=1.642$. The wave number is $7.30\times10^{-4}\,a_0^{-1}$; times the oscillator spacing $n^{-1/3}$ this is $0.012$, so the continuum description is consistent.

The Coulomb-gauge photon weights there are $0.378$ (lower) and $0.622$ (upper), not one half each. At this point (12) gives $(\Omega^2-\omega_0^2)^2=\omega_p^2\Omega^2$, which turns (18) into $W=\Omega^2/(\Omega^2+\omega_0^2)$ and favours the upper branch. This asymmetry depends on the gauge. Subtracting the total derivative $d(\omega_p\xi\alpha)/dt$ from $L$ gives the dipole gauge, with photon momentum $\dot\alpha-\omega_p\xi$. The frequencies are unchanged, but the weight becomes $W\varepsilon(\Omega)$, which at $ck=\omega_0$ is $0.622$ (lower) and $0.378$ (upper). The share of a mode's energy held in the field, $W[1+\varepsilon(\Omega)]/2$, is the same in both gauges and equals one half for each branch at this point. The group velocities are nevertheless equal, $0.485c$: in the derivative of (17) the second root contributes nothing at $ck=\omega_0$.

The ground state holds $0.005854+0.009615=0.01547$ bare photons per mode. This count also depends on the gauge: the Coulomb and dipole gauges agree at $ck=\omega_0$, but at $ck=0.1\,\omega_0$ they give $0.475$ and $0.0070$. Its energy, $(\Omega_++\Omega_-)/2=0.1031$ hartree, exceeds the uncoupled value of $0.1000$ hartree. Without the $A^2$ term, a wave with $ck=\omega_p/2$ would grow at the rate $0.0393$ hartree. The numerical check checks the spectrum by diagonalization in a photon-number basis and by solving the field equations on a ring.

## Range of validity

The limit $ck\gg\omega_L$ must be taken with $k$ still small compared with the inverse oscillator spacing. If $\omega_0$ depends on $k$, the lower branch approaches $\omega_0(k)$ instead of a fixed frequency, and the gap need not survive. This happens on the simple cubic dipole lattice itself. Along $[111]$ the transverse frequency rises from $\omega_0$ to $\omega_a$ at the zone corner ($0.1041$ hartree in the example), and along $[110]$ one transverse mode reaches $0.1066$ hartree; both lie between $\omega_T$ and $\omega_L$. The gap (16) is a statement about long waves. With damping, $\varepsilon$ is complex, $k$ is complex at real frequency, and the gap has no sharp edges. Several resonances, or a polarizable background, change $\varepsilon$ and with it (2) and (16).

## Computed results

```
speed of light c = 137.0360 a.u.
oscillator density n = 2.0e-04 bohr^-3
transverse frequency w0 = 0.10000 hartree = 2.7211 eV
plasma frequency wp = 0.050133 hartree
wp^2 = 2.513274e-03 hartree^2
longitudinal frequency wL = 0.111863 hartree = 3.0439 eV
gap wL - w0 = 0.011863 hartree = 0.3228 eV
static permittivity eps(0) = 1.25133
initial slope of lower branch / c = 0.89395
smallest separation at fixed k = 0.050133 hartree
dipole sum, transverse shift / wp^2 = -0.33333
dipole sum, longitudinal shift / wp^2 = 0.66667
isolated-oscillator frequency (cubic) = 0.104105 hartree
resonant wave number w0/c = 7.29735e-04 bohr^-1
k times oscillator spacing there = 0.01248
ck/w0, k (bohr^-1), lower and upper branch (hartree):
  0.1  7.2974e-05  0.008932  0.111953
  0.5  3.6487e-04  0.043676  0.114480
  1.0  7.2974e-04  0.078027  0.128160
  2.0  1.4595e-03  0.096149  0.208011
  5.0  3.6487e-03  0.099481  0.502610
At resonance, ck = w0:
coupling C = 0.025066 hartree
A^2 strength D = 0.006283 hartree
lower: eps(W) = 1.64250
lower: |w|^2 = 0.384283, |x|^2 = 0.631185
lower: |y|^2 = 0.005854, |z|^2 = 0.009615
lower: photon weight = 0.37843
lower: group velocity / c = 0.48500
upper: eps(W) = 0.60883
upper: |w|^2 = 0.631185, |x|^2 = 0.384283
upper: |y|^2 = 0.009615, |z|^2 = 0.005854
upper: photon weight = 0.62157
upper: group velocity / c = 0.48500
ground-state energy per mode = 0.103094 hartree
uncoupled ground-state energy = 0.100000 hartree
bare photons in ground state per mode = 0.015469
without A^2, instability below k = 3.6584e-04 bohr^-1
without A^2, growth rate at ck = wp/2: 0.039345 hartree
```
